Precursor delivery from a saturated bubbler at reduced pressure

**The situation**

Nitrogen carrier gas enters a bubbler of liquid titanium tetrachloride, a precursor for titanium nitride films, at F_c = 100 sccm. The headspace above the liquid is at total pressure P = 100 Torr, vapour included. At the liquid temperature, T = 294 K, the precursor vapour pressure is p_v = 10 Torr. The gas leaves saturated.

One sccm is a flow of molecules: the number held by 1 cm³ of ideal gas at 273.15 K and 1 atm, per minute. The thermal energy is written τ = k_B T. Unless a part says otherwise, the flow is steady, the gases are ideal, the carrier neither dissolves nor reacts, and nothing condenses downstream.

**Part (a)**

Derive the precursor flow F_p in terms of F_c, P and p_v.

**Answer.** The liquid neither stores nor consumes carrier, so in steady flow carrier leaves at the rate F_c at which it enters. The vapour is added to it, and the exit flow is F_c + F_p.

Let n_c and n_p be the number densities of carrier and precursor in the headspace. Both leave in the same uniform stream, at the same volume per unit time, so

F_p/F_c = n_p/n_c.

For ideal gases each partial pressure is p_i = n_i τ. The common factor τ cancels:

F_p/F_c = p_p/p_c.

Saturation means p_p = p_v. The partial pressures add up to P, so p_c = P − p_v. Therefore

F_p = F_c p_v/(P − p_v).

The denominator is the carrier's partial pressure, because F_c counts the carrier alone.

**Part (b)**

Show that the delivery is 11.1 sccm, and convert it to molecules per second. What would it be if 100 sccm were the total exit flow?

**Answer.** The carrier partial pressure is 100 − 10 = 90 Torr, so

F_p = 100 × 10/90 = 11.1 sccm.

The exit flow is 111.1 sccm, of which 11.1/111.1 = 10% is precursor, as the pressure ratio p_v/P requires.

One sccm is (1 atm × 1 cm³)/(k_B × 273.15 K × 60 s) = 4.478 × 10¹⁷ molecules/s. The delivery is thus 4.98 × 10¹⁸ molecules/s.

If the total exit flow were 100 sccm, the precursor would be 10% of it, or 10 sccm. Using F_c p_v/P for the stated situation therefore gives a value 10% below the correct one.

A model in which the total pressure is not imposed confirms the result. Let the headspace have gas capacity H (sccm·min per Torr), let a pump remove each gas at G times its partial pressure, and let the liquid evaporate at K(p_v − p_p):

H dp_c/dt = F_c − G p_c,
H dp_p/dt = K(p_v − p_p) − G p_p.

The model removes both gases in proportion to their partial pressures, as part (a) assumes, so it tests the bookkeeping rather than that assumption. The value K = 10⁶ sccm/Torr is not an equipment figure; it is chosen large enough to force saturation. Adjusting G until the steady total pressure is 100 Torr gives a precursor outflow G p_p of 11.11 sccm.

**Part (c)**

Discuss p_v ≪ P and p_v → P. What changes if the gas reaches only a fraction s of the saturation pressure?

**Answer.** Dividing numerator and denominator by P gives

F_p = F_c (p_v/P)/(1 − p_v/P) = F_c [p_v/P + (p_v/P)² + …].

For p_v ≪ P the first term suffices, and the vapour hardly adds to the total flow. As p_v → P the carrier's share of the pressure vanishes. Each carrier molecule must then be accompanied by ever more vapour, and F_p diverges. In practice the supply of heat or the rate of evaporation limits the flow first.

If the liquid is held at a temperature where p_v > P, there is no saturated steady state. Near the surface the vapour pressure inside a bubble cannot exceed P, so it stays below p_v and uptake continues: the liquid boils. If the heat supply is limited, evaporation instead cools the liquid until p_v falls below P.

For incomplete saturation, p_p = s p_v and p_c = P − s p_v. The ratio from part (a) becomes

F_p = F_c s p_v/(P − s p_v).

**Part (d)**

Find the fractional change of delivery with liquid temperature at fixed F_c and P. Take a latent heat L = 0.42 eV per molecule, a rough value. What is the delivery if the liquid is 1 K too cold?

**Answer.** Along the coexistence curve the chemical potentials of liquid and vapour remain equal. With entropy s_i and volume v_i per molecule,

−s_l dT + v_l dp_v = −s_g dT + v_g dp_v.

Collecting terms and using L = T(s_g − s_l),

dp_v/dT = L/[T(v_g − v_l)].

The vapour volume is v_g = k_B T/p_v, and v_l is negligible beside it, so

dp_v/dT = L p_v/(k_B T²).

Next, ln F_p = ln F_c + ln p_v − ln(P − p_v). Its derivative is

d ln F_p/dT = [1/p_v + 1/(P − p_v)] dp_v/dT
= [P/(P − p_v)] L/(k_B T²).

The vapour pressure rises by 5.64% per kelvin. The factor 100/90 raises this to 6.27% per kelvin for the delivery, because more vapour also means less carrier pressure.

For a finite step with constant L, integrate the vapour-pressure equation from T to T′:

p_v(T′) = p_v(T) exp[−(L/k_B)(1/T′ − 1/T)].

At 293 K this gives 9.45 Torr, and F_p = 100 × 9.45/90.55 = 10.44 sccm, a fall of 6.07%. This is slightly less than 6.27% because the fractional slope, nearly constant over this step, applies to the current delivery, which shrinks as the liquid cools.

**Part (e)**

Evaporation cools the liquid. The thermal conductance to a bath at 294 K is Λ = 1 W/K, a rough value. Find the steady cooling and its effect.

**Answer.** At the bath temperature, evaporation would take up

Q₀ = 0.42 eV × 4.98 × 10¹⁸ s⁻¹ = 0.335 W.

Let the liquid be ΔT below the bath, and let a = 0.0627 K⁻¹ be the delivery slope. To first order the heat load falls to Q₀(1 − aΔT). Equating it to the heat supplied,

ΛΔT = Q₀(1 − aΔT),
ΔT = Q₀/(Λ + aQ₀) = 0.335/(1 + 0.021) = 0.328 K.

Solving the balance with the full vapour-pressure law also gives 0.328 K. The delivery becomes 10.89 sccm, 2.0% below the ideal value. A thermometer in the bath would not show this deficit.

**Part (f)**

Consider two pressure errors separately, with F_c and T fixed. First, the gauge reads 100 Torr downstream of a 5 Torr pressure drop. Second, the headspace is at 100 Torr, but the carrier enters under 5 cm of liquid of density 1.73 g/cm³.

**Answer.** In the first case the headspace is at 105 Torr, so

F_p = 100 × 10/(105 − 10) = 10.53 sccm,

which is 5.3% below the ideal value.

In the second case the liquid adds ρgh = 6.36 Torr at the inlet. Gas saturated there, with no later uptake, carries

F_p = 100 × 10/(106.36 − 10) = 10.38 sccm.

This is 6.6% below the ideal value, and it is a lower estimate. As the bubble rises its pressure falls and the vapour in it is diluted below p_v, so uptake resumes.

To follow this, let x be the number of vapour molecules per carrier molecule, t′ the time divided by the rise time, and P_loc the local pressure. The vapour pressure in the bubble is p_p = P_loc x/(1 + x). With uptake proportional to the surface area and to the shortfall from saturation,

dx/dt′ = κ[(1 + x)P/P_loc]^(2/3) (p_v − p_p)/P.

The bracket is the bubble volume relative to that of its carrier alone at pressure P; the power 2/3 turns volume into area. In the limit of fast uptake, κ = 1000, a bubble saturated at the bottom arrives with 11.11 sccm. The liquid head then has almost no effect, and the headspace pressure determines the delivery. Large bubbles are far from this limit. The stagnant bubble of part (g) corresponds to κ of about 7, between κ = 5 (10.94 sccm) and κ = 10 (11.02 sccm), so the head still costs it about 1%.

**Part (g)**

Estimate the saturation of a bubble of radius R = 0.5 cm that enters dry and rises 5 cm at 25 cm/s. Treat it as a sphere of fixed size and dilute vapour, without internal circulation. The diffusion coefficient is 0.07 cm²/s at 1 atm. These are rough values.

**Answer.** At fixed temperature the diffusion coefficient varies inversely with pressure, so D = 0.07 × 760/100 = 0.532 cm²/s. The rise time is t = 5/25 = 0.2 s.

Let c(r,t) be the vapour density and c_s its saturated value at the surface. Radial diffusion obeys ∂c/∂t = (D/r) ∂²(rc)/∂r². The function u = r(c_s − c) therefore satisfies

∂u/∂t = D ∂²u/∂r²,
u(0,t) = u(R,t) = 0, u(r,0) = r c_s.

The solution is a sine series,

u = Σ b_m sin(mπr/R) exp(−m²π²Dt/R²), m = 1, 2, …

Integration by parts gives ∫₀ᴿ r sin(mπr/R) dr = (−1)^(m+1) R²/(mπ). Projecting the initial condition onto each sine then gives

b_m = (2/R) c_s (−1)^(m+1) R²/(mπ).

The mean unsaturated fraction is the volume average of (c_s − c)/c_s:

1 − s = [3/(R³c_s)] ∫₀ᴿ r u dr
= (6/π²) Σ exp(−m²π²Dt/R²)/m².

The same integral appears twice, so the signs cancel. At t = 0 the sum is π²/6 and the fraction is 1, as it should be for dry gas.

Here π²Dt/R² = 4.20, and the first term gives 0.0091. The unsaturated fraction is 0.91%; a radial grid of 400 intervals gives the same value. Part (c) then gives 11.0 sccm, a loss of 1.0%. Larger bubbles or a shallower liquid increase the loss quickly, because R² and t stand in the exponent. At R = 0.7 cm and the same rise speed, the loss is already 7.9%.

The 1.0% belongs to the fixed, dilute sphere. Letting the bubble grow as it takes up 10% vapour raises the loss to 1.2%, and adding the 5 cm liquid head raises it to about 2.6%. A real bubble of this size is deformed and its gas circulates, which speeds saturation and lowers the loss, so these figures give only its scale. The estimate also holds only for bubbles that stay apart. At 100 Torr and 294 K the carrier occupies 13.6 cm³/s, which makes 26 bubbles of this size per second. Rising in single file at 25 cm/s, their centres would be 0.96 cm apart, less than their diameter of 1 cm. At the inlet pressure of 106 Torr the spacing is 1.02 cm instead, but the bubbles grow to about 1.06 cm as they rise. From a single inlet they would therefore be nearly or fully in contact and could merge into larger ones; spreading the gas over several inlets helps to keep them apart.

**Part (h)**

How large is the error from treating the gases as ideal and ignoring the effect of total pressure on the liquid? Use rough second virial coefficients of −2000 (vapour–vapour), −150 (vapour–carrier) and −5 cm³/mol (carrier–carrier), and a liquid molar volume of 110 cm³/mol.

**Answer.** To second order in density, the free energy per volume is

f/τ = Σ_i n_i[ln(n_i λ_i³) − 1] + Σ_ij B_ij n_i n_j,

where λ_i is the thermal wavelength; internal motion adds a constant to each chemical potential and drops out below. Differentiation gives

μ_p/τ = ln(n_p λ_p³) + 2(B_pp n_p + B_pc n_c),

and P = Σ_i n_i μ_i − f gives

P/τ = n_p + n_c + Σ_ij B_ij n_i n_j.

Pure saturated vapour has a density n_s fixed by p_v/τ = n_s + B_pp n_s². Raising the pressure on the liquid from p_v to P raises its chemical potential by v_l(P − p_v). Equilibrium therefore requires

ln(n_p/n_s) + 2[B_pp(n_p − n_s) + B_pc n_c] = v_l(P − p_v)/τ.

Solving the three conditions for n_p, n_c and n_s gives F_c n_p/n_c = 11.15 sccm, 0.3% above the ideal value. At this pressure the ideal-gas assumption is a minor source of error.

**Part (i)**

Which assumptions matter most in a real bubbler?

**Answer.** A vapour pressure near 10 Torr is roughly that of titanium tetrachloride at room temperature; the equipment values are illustrative. For these numbers, and if the bubbles stay small enough to saturate, the temperature and pressure at the liquid matter most. A liquid 1 K too cold costs 6.1% and a 5 Torr line drop 5.3%, while evaporative cooling costs 2.0%. The head could cost up to 6.6% for gas saturated at the inlet, but later uptake recovers part of this: all but about 1% for the bubble of part (g), and nearly all for faster uptake. These are separate estimates for one set of conditions, not a combined error.

The delivery also has to survive the line. If the line pressure stays near 100 Torr, the precursor partial pressure stays near 10 Torr, and a wall colder than 294 K can condense it. Keeping the line warmer than the liquid avoids this loss.

Table of computed values

```
Carrier flow: 100 sccm
Headspace pressure: 100 Torr
Precursor vapour pressure: 10 Torr
Carrier partial pressure: 90 Torr
Precursor delivery, formula: 11.111 sccm
Headspace model: total pressure: 100 Torr
Headspace model: delivery: 11.111 sccm
Total exit flow: 111.11 sccm
Vapour fraction: 10 %
Shortcut F_c*p_v/P: 10 sccm
Shortcut error: -10 %
One sccm: 4.478e+17 molecules/s
Delivery converted: 4.976e+18 molecules/s
Liquid temperature (rough): 294 K
Latent heat (rough): 0.42 eV/molecule
Vapour-pressure slope: 5.64 %/K
Delivery slope: 6.27 %/K
Delivery at 1 K lower: 10.44 sccm
Change at 1 K lower: -6.07 %
Thermal conductance to bath (rough): 1 W/K
Evaporation heat load: 0.335 W
Liquid cooling below bath: 0.328 K
Delivery with cooling: 10.89 sccm
Change from cooling: -2.03 %
Line pressure drop (rough): 5 Torr
Delivery with line drop: 10.53 sccm
Change from line drop: -5.26 %
Liquid depth (rough): 5 cm
Liquid density (rough): 1.73 g/cm3
Liquid head: 6.36 Torr
Delivery, saturated at bottom only: 10.38 sccm
Change from head, lower estimate: -6.6 %
Delivery, fast uptake during rise: 11.11 sccm
Bubble radius (rough): 0.5 cm
Bubble rise speed (rough): 25 cm/s
Bubble rise time: 0.2 s
Diffusion coefficient at 1 atm (rough): 0.07 cm2/s
Diffusion coefficient in headspace: 0.532 cm2/s
Unsaturated fraction, series: 0.911 %
Unsaturated fraction, grid: 0.911 %
Delivery, incomplete saturation: 11 sccm
Change from incomplete saturation: -1.01 %
Virial vapour-vapour (rough): -2000 cm3/mol
Virial vapour-carrier (rough): -150 cm3/mol
Virial carrier-carrier (rough): -5 cm3/mol
Molar mass (rounded): 190 g/mol
Liquid molar volume: 110 cm3/mol
Delivery, non-ideal gas and liquid: 11.146 sccm
Change from non-ideality: 0.31 %
```
